# Critical radius of a straight-walled hole in a silicide film

## What dimensions already fix

A silicide film of uniform thickness $h$ lies on silicon. A round hole of radius $r$ goes through it to the substrate. During an anneal atoms can move, and the hole may close or open. We ask at what radius the surface energy changes from favouring closure to favouring growth.

Let $\gamma_f$ be the energy per area of the film's free surface, $\gamma_i$ that of the film/substrate interface, and $\gamma_s$ that of the bare substrate. If the film is very wide, $h$ is the one length given in advance. Energies per area can enter a length only through their ratios, so the critical radius must have the form

$$r^*=h\,F\!\left(\frac{\gamma_i}{\gamma_f},\frac{\gamma_s}{\gamma_f}\right).$$

The two ratios reduce to one. The substrate is covered or bare, so each unit of interface lost is a unit of bare substrate gained. The energy of the hole can then depend only on the difference $\gamma_s-\gamma_i$, and $r^*=h\,F\big((\gamma_s-\gamma_i)/\gamma_f\big)$. Doubling the thickness at fixed surface energies doubles the critical radius. What remains is to find $F$.

The assumptions are these. The hole is a cylinder with vertical walls. Surface energies do not depend on orientation, so the wall has the same $\gamma_f$ as the top face. The substrate stays flat. Stress and grain boundaries are left out at first. The removed material spreads over so wide a film that $h$ does not change.

## Simplest case: a sheet without a substrate

Take a free sheet with two free faces. A hole removes an area $\pi r^2$ from each face and creates a wall of area $2\pi rh$:

$$E(r)=2\pi rh\gamma_f-2\pi r^2\gamma_f .$$

The cost grows as $r$ and the gain as $r^2$, so cost wins for small holes and gain for large ones. The derivative is

$$\frac{dE}{dr}=2\pi h\gamma_f-4\pi r\gamma_f ,$$

which vanishes at $r=h/2$. The second derivative, $-4\pi\gamma_f$, is negative, so this is a maximum. A hole narrower than the sheet is thick lowers its energy by closing, and a wider one by opening. The result for a supported film must return to $h/2$ when the substrate has no attraction for the film.

## Adding the substrate

The hole now makes four changes:

- top face lost: $-\pi r^2\gamma_f$;
- interface lost: $-\pi r^2\gamma_i$;
- bare substrate gained: $+\pi r^2\gamma_s$;
- wall gained: $+2\pi rh\gamma_f$.

Their sum, measured from the unbroken film, is

$$E(r)=2\pi rh\gamma_f-\pi r^2(\gamma_f+\gamma_i-\gamma_s). \tag{1}$$

The bracket is the energy gained per area when the substrate is laid bare. Young's equation expresses it through an angle. Consider a large island of the same material at equilibrium on the same substrate, and let $\theta$ be the angle at its edge, measured through the film material. If the edge advances by $dx$ over bare substrate, then per unit length of edge the interface grows by $dx$, the bare substrate shrinks by $dx$, and the free surface grows by $\cos\theta\,dx$. At equilibrium the energy does not change to first order:

$$\gamma_i-\gamma_s+\gamma_f\cos\theta=0
\quad\Longrightarrow\quad \gamma_s-\gamma_i=\gamma_f\cos\theta .$$

Therefore

$$\gamma_f+\gamma_i-\gamma_s=\gamma_f-\gamma_f\cos\theta=\gamma_f(1-\cos\theta),$$

and equation (1) becomes

$$E(r)=\pi\gamma_f\left[2rh-r^2(1-\cos\theta)\right]. \tag{2}$$

Differentiate:

$$\frac{dE}{dr}=2\pi\gamma_f\left[h-r(1-\cos\theta)\right],\qquad
\frac{d^2E}{dr^2}=-2\pi\gamma_f(1-\cos\theta).$$

For $0<\theta\le\pi$ the second derivative is negative, and the single stationary point is a maximum at

$$\boxed{\,r^*=\frac{h}{1-\cos\theta}\,} \tag{3}$$

Its height follows by putting $r^*$ into (2). The first term in the bracket is $2h^2/(1-\cos\theta)$ and the second is $h^2/(1-\cos\theta)$, so

$$E^*=\frac{\pi\gamma_f h^2}{1-\cos\theta}. \tag{4}$$

The angle $\theta$ is here a shorthand for the surface energies. It is not the angle at the foot of the wall, which is $90^\circ$ by assumption. The model therefore does not satisfy Young's condition at its own contact line unless $\theta=90^\circ$, and even then the sharp upper corner is not an equilibrium shape. This will matter below.

### Limits in the angle

At $\theta=180^\circ$, $1-\cos\theta=2$ and $r^*=h/2$, the free-sheet result. Here $\gamma_i=\gamma_s+\gamma_f$, so the interface costs as much as two separate free surfaces.

At $\theta=90^\circ$, $\gamma_s=\gamma_i$. Exchanging interface for bare substrate neither costs nor gains anything, the loss of top face alone drives the opening, and $r^*=h$.

At small angles $1-\cos\theta\approx\frac{\theta^2}{2}\left(1-\frac{\theta^2}{12}\right)$, with $\theta$ in radians, so

$$\frac{r^*}{h}\approx\frac{2}{\theta^2}\left(1+\frac{\theta^2}{12}\right)=\frac{2}{\theta^2}+\frac16 .$$

At $30^\circ$ the first term gives 7.295, while (3) gives 7.464; the added $1/6$ accounts for nearly all the difference. As $\theta\to0$ the critical radius grows without bound, because baring the substrate no longer gains energy.

## The same result as a force on the rim

The push on the rim, per unit length and counted positive outward, is the energy released per area swept:

$$f=-\frac{1}{2\pi r}\frac{dE}{dr}=\gamma_f\left[(1-\cos\theta)-\frac{h}{r}\right]. \tag{5}$$

The first term is the dewetting drive and does not depend on $r$. The second comes from the wall: a smaller hole has a shorter wall, so the wall pulls inward, and more strongly the tighter its curvature. For $r\to\infty$ the rim becomes a straight edge and only the first term survives. The two terms balance at $r^*$.

## Numbers for a contact film

Take round values in the rough range of a thin polycrystalline silicide contact on silicon: $h=20$ nm, $\gamma_f=1.0$, $\gamma_i=0.5$ and $\gamma_s=1.2$ J/m², with an anneal at 900 K. Then

$$\cos\theta=\frac{1.2-0.5}{1.0}=0.70,\qquad \theta=45.6^\circ,$$

$$r^*=\frac{20\ \text{nm}}{1-0.70}=66.7\ \text{nm}.$$

Equation (5) gives the push on either side of this radius:

- at 40 nm, $f=0.30-20/40=-0.20$ J/m², and the hole closes;
- at 100 nm, $f=0.30-20/100=+0.10$ J/m², and it opens.

The energies at these radii are 21,961 and 19,608 eV, both positive. The 100 nm hole still costs energy compared with the unbroken film, yet it grows, because its energy falls as $r$ increases. By (2), $E$ returns to zero only at $2r^*$. The slope decides the direction of motion, not the sign of $E$.

The barrier is

$$E^*=\frac{\pi(1.0\ \text{J/m}^2)(20\ \text{nm})^2}{0.30}=4.19\times10^{-15}\ \text{J}\approx26\ \text{keV}.$$

At 900 K, $kT=0.0776$ eV, so the barrier is about $3.4\times10^5\,kT$. Thermal fluctuations will not make such a hole. Even a barrier of $60\,kT$, a yardstick chosen here, would need by (4) a thickness

$$h=\sqrt{\frac{60\,kT(1-\cos\theta)}{\pi\gamma_f}}=0.27\ \text{nm},$$

which is of atomic size, where a continuum film has lost its meaning.

Equation (3) was also tested without using Young's equation. The angle was found by minimizing the energy of a spherical cap of fixed volume, and the critical radius by locating the maximum of the raw sum of surface energies for $h=20$ nm. For $(\gamma_f,\gamma_i,\gamma_s)$ equal to $(1.0,0.5,1.2)$, $(1.3,0.3,1.2)$, $(0.8,0.4,0.8)$ and $(1.0,0.9,0.5)$ J/m², the largest relative mismatch with (3) was $1.3\times10^{-6}$. The last set has an obtuse angle.

### How firmly the energies fix the radius

Before Young's equation is used, the result reads $r^*=h\gamma_f/(\gamma_f+\gamma_i-\gamma_s)$. The denominator is a small difference of larger numbers. With the other energies held fixed, $\gamma_s=1.1$ J/m² gives $20/0.4=50$ nm, and $\gamma_s=1.3$ J/m² gives $20/0.2=100$ nm. An error of 0.1 J/m² in $\gamma_s$ thus moves the radius by $-25\,\%$ or $+50\,\%$. Adsorbed oxygen or another change of the bare surface enters the model in this way.

## Generalization 1: a limited film area

Suppose each hole has its own round piece of film, a cell of radius $R$, and volume is conserved. The film must thicken to $h'$:

$$\pi R^2h=\pi(R^2-r^2)h'\quad\Longrightarrow\quad h'=\frac{hR^2}{R^2-r^2}.$$

The flat areas change as before, and only the wall is taller:

$$E(r)=\pi\gamma_f\left[\frac{2hR^2r}{R^2-r^2}-r^2(1-\cos\theta)\right].$$

The quotient rule gives

$$\frac{d}{dr}\frac{r}{R^2-r^2}=\frac{(R^2-r^2)+2r^2}{(R^2-r^2)^2}=\frac{R^2+r^2}{(R^2-r^2)^2}.$$

Setting $dE/dr=0$, dividing by $1-\cos\theta$ and writing $u=r/R$, we find

$$\frac{r^*}{R}=g(u),\qquad g(u)=\frac{u(1-u^2)^2}{1+u^2}, \tag{6}$$

where $r^*$ still means (3). For small $u$, $g\approx u(1-2u^2)(1-u^2)\approx u(1-3u^2)$. Inverting, the critical radius is $r^*\left[1+3(r^*/R)^2\right]$ to first order, and it returns to (3) as $R\to\infty$. For $R=500$ nm the estimated shift is $5.3\,\%$; the full condition gives $6.2\,\%$, or 70.8 nm.

A second limit is the small cell. Since $g$ has a maximum, (6) has no solution when $r^*/R$ exceeds it. Setting the derivative of $\ln g$ to zero,

$$\frac1u-\frac{4u}{1-u^2}-\frac{2u}{1+u^2}=0 .$$

Multiplying by $u(1-u^2)(1+u^2)$ and collecting terms gives $1-6u^2-3u^4=0$, so $u^2=2/\sqrt3-1$ and $u=0.393$. There $g=0.243$, and growth needs

$$R>\frac{r^*}{0.243}=274\ \text{nm}$$

in the example. In a smaller cell the energy of a straight-walled hole rises at every radius, because the wall grows taller too quickly. This limit belongs to the vertical wall: with the relaxed wall of Generalization 3, a hole can still grow in a cell of 150 nm.

## Generalization 2: a hole at a grain-boundary junction

Let three vertical grain boundaries of energy $\gamma_{gb}$ meet at the hole's centre. The hole removes a strip of length $r$ and height $h$ from each, which adds $-3rh\gamma_{gb}$ to (2). In the wide film the stationary condition becomes

$$2\pi\gamma_fh-3h\gamma_{gb}-2\pi\gamma_fr(1-\cos\theta)=0,$$

and dividing by $2\pi\gamma_f(1-\cos\theta)$ gives

$$r=r^*\left(1-\frac{3\gamma_{gb}}{2\pi\gamma_f}\right).$$

For $\gamma_{gb}\to0$ this is (3). With $\gamma_{gb}=0.5$ J/m² the factor is $1-1.5/6.28=0.76$, and the critical radius drops from 67 to 51 nm. The boundaries help the hole to open, because it removes some of their area. In a limited cell less boundary energy is removed, since the parts of the boundaries that remain grow taller as the film thickens. For $R=500$ nm the critical radius drops by only $20\,\%$, from 70.8 to 56.4 nm. Close to the smallest cell the shift is larger again ($29\,\%$ at $R=275$ nm), and at $R=260$ nm the boundaries let a straight-walled hole grow beyond 79 nm where without them no hole could grow.

## Generalization 3: letting the wall relax

The largest change comes from giving up the vertical wall. Take $\theta<90^\circ$ and describe the film surface by its height $z(\rho)$ at distance $\rho$ from the axis, with $z=0$ at the contact radius $a$. Let $\psi$ be the slope angle, $\tan\psi=dz/d\rho$. The surface area is $2\pi\int_a^R\rho\sec\psi\,d\rho$, so the energy measured from the flat film is

$$E=\gamma_f\left[2\pi\int_a^R\rho\sec\psi\,d\rho-\pi R^2+\pi a^2\cos\theta\right].$$

With $\pi R^2=\pi a^2+2\pi\int_a^R\rho\,d\rho$ this becomes

$$E=\gamma_f\left[2\pi\int_a^R\rho(\sec\psi-1)\,d\rho-\pi a^2(1-\cos\theta)\right]. \tag{7}$$

The second term is the gain already seen in (2). The first is the cost of the slope, and a gentle slope costs little.

First hold $a$ and the volume fixed and find the best profile. With a multiplier $\lambda$ for the volume, we make $\int\left[\rho\sqrt{1+z'^2}-\lambda\rho z\right]d\rho$ stationary. The Euler equation is

$$\frac{d}{d\rho}\left(\frac{\rho z'}{\sqrt{1+z'^2}}\right)=-\lambda\rho .$$

Since $z'/\sqrt{1+z'^2}=\sin\psi$, one integration gives $\rho\sin\psi=C-\lambda\rho^2/2$. The height at the cell edge is free, which requires zero slope there, so $C=\lambda R^2/2$. Calling the angle at the contact line $\varphi$ fixes $\lambda$, and

$$\sin\psi=\sin\varphi\,\frac{a}{\rho}\,\frac{R^2-\rho^2}{R^2-a^2}. \tag{8}$$

The integrand is convex in $z$ and $z'$, so this profile is a minimum at fixed $a$ and volume, not merely a stationary shape.

The volume condition is $2\pi\int_a^R\rho z\,d\rho=\pi R^2h$. Integrate by parts, using $\rho^2-R^2$ as the integral of $2\rho$. The boundary terms vanish because $z(a)=0$ and because $\rho^2-R^2=0$ at the edge, leaving

$$R^2h=\int_a^R(R^2-\rho^2)\tan\psi\,d\rho . \tag{9}$$

Now let $a$ change. Moving the contact line outward by $da$ bares substrate, removes interface and shortens the film surface by $\cos\varphi\,da$, so

$$\frac{dE}{da}=2\pi a(\gamma_s-\gamma_i-\gamma_f\cos\varphi)=2\pi a\gamma_f(\cos\theta-\cos\varphi).$$

The critical hole has $\varphi=\theta$: it obeys Young's condition, as the cylinder did not.

For $R=500$ nm, solving (8) and (9) with $\varphi=\theta$ gives $a=7.85$ nm. Locating the maximum of (7) along the relaxed profiles, without imposing the contact angle, gives the same radius. This is 8.5 times smaller than the 66.7 nm of (3). The barrier is 1891 eV, against 27,180 eV for the straight wall in the same cell. The barrier has to fall: the straight-walled path also passes through $a=7.85$ nm, and at that contact radius the relaxed profile has the lowest energy.

### The wide-film limit is different

For $a\ll\rho\ll R$, equation (8) gives $\tan\psi\approx a\sin\theta/\rho$ at the critical hole. The height rises logarithmically, and to leading order

$$h\approx a\sin\theta\,\ln\frac Ra .$$

At fixed $h$, a larger $R$ therefore needs a smaller $a$. The full solution for $R=5000$ nm gives 4.33 nm and a barrier of 1120 eV. The straight-walled radius settles to a value set by $h$ and $\theta$ as the film widens, but the relaxed one keeps shrinking slowly. The opening dimensional argument is not violated: it assumed that $R$ drops out, and here it does not.

Equation (3) is thus the critical radius within the family of cylinders, not a threshold for every hole. Consider a steep hole of radius 20 nm in the 500 nm cell. If its wall stays vertical, it closes. If the wall first relaxes fully with the contact line held in place, the hole lies beyond the relaxed critical radius and opens. Which happens depends on how fast material moves along the surface compared with the contact line, and energy alone does not settle that.

## Beside a real silicide contact

Thicknesses of some tens of nanometres, surface energies near 1 J/m² and anneals at several hundred degrees Celsius are roughly typical of silicide contacts; the separate values of $\gamma_i$ and $\gamma_s$ are less certain, and the radius is sensitive to them. The assumption of a permanently vertical wall is the one whose failure moves the number most among the effects sized here: a factor of 9.0 within the 500 nm cell (from 70.8 to 7.85 nm), compared with about $24\,\%$ for the triple junction in a wide film and $6\,\%$ for the limited film area, both taken with a vertical wall. Real films can also have facets, stress, and an interface that grooves into the silicon; these are not sized here.

For a film without grain boundaries, one conclusion survives the relaxation of the wall. The relaxed barrier in the 500 nm cell is still about $2.4\times10^4\,kT$ at 900 K, so a hole in a continuous 20 nm film needs a start other than a thermal fluctuation, such as a pinhole left by deposition.

Grain boundaries can provide the start themselves once the surface may relax, if the grains are wide enough compared with the film thickness. Let a round pit form over the triple junction of Generalization 2. Minimizing surface plus boundary energy at fixed volume, with the height at the centre free, gives $\sin\psi=\frac{3\gamma_{gb}}{2\pi\gamma_f}\left(1-\frac{\rho}{R}\right)$. For $\gamma_{gb}=0.5$ J/m² and $R=500$ nm the slope at the centre is about 0.24, and the mean film height above the bottom of the pit is about $\frac{5}{12}\times0.24\times500\approx50$ nm. A 20 nm film is too thin for this pit, so its bottom meets the substrate first. The energy is convex in the surface height and therefore falls all the way from the flat film to that contact: here the substrate is reached without a barrier. The depth of the pit is proportional to $R$, however. With these energies, a cell of radius below about 200 nm leaves the bottom of the round pit inside a 20 nm film, and the substrate is then no longer reached without a barrier, although just below this size only a very thin layer remains under the pit. The number depends on the cell shape: in an array of hexagonal grains with spherical-cap surfaces the junctions touch the substrate at a side of about 230 nm, an area per junction equal to that of a 150 nm cell. Grooving of the film/silicon interface, left out here, would shift it further. For defects whose walls stay steep, in a film much wider than the hole and at fixed surface energies, the largest radius that still closes grows in proportion to $h$. In a limited cell it grows faster than that, by (6). The computed critical radii and barriers are in the numerical output below.

## Table of computed values

```
film thickness h = 20 nm
film surface energy = 1.0 J/m^2
interface energy = 0.5 J/m^2
substrate surface energy = 1.2 J/m^2
grain boundary energy = 0.5 J/m^2
temperature = 900 K, kT = 0.0776 eV
cos(theta) = 0.700, theta = 45.57 deg
critical radius, formula = 66.67 nm
critical radius, raw energy maximum = 66.67 nm
largest relative mismatch, four energy sets = 1.3e-06
barrier = 26144 eV
barrier / kT = 3.37e+05
thickness at which barrier is 60 kT = 0.27 nm
outward rim push at r = 40 nm: -0.200 J/m^2
hole energy at r = 40 nm: 21961 eV
outward rim push at r = 100 nm: +0.100 J/m^2
hole energy at r = 100 nm: 19608 eV
theta = 30 deg: r*/h = 7.464
theta = 60 deg: r*/h = 2.000
theta = 90 deg: r*/h = 1.000
theta = 120 deg: r*/h = 0.667
theta = 150 deg: r*/h = 0.536
small-angle estimate 2/theta^2 at 30 deg = 7.295
cell radius R = 500 nm
straight wall in cell: critical radius = 70.82 nm
relative shift = 6.2 %, first-order estimate = 5.3 %
straight wall in cell: barrier = 27180 eV
smallest cell radius that lets a hole grow = 274 nm
relaxed wall, R = 500 nm: contact radius = 7.85 nm
  from energy maximum alone = 7.85 nm
  straight-wall r* / relaxed radius = 8.5
  barrier = 1891 eV = 2.44e+04 kT
relaxed wall, R = 5000 nm: contact radius = 4.33 nm
  from energy maximum alone = 4.33 nm
  straight-wall r* / relaxed radius = 15.4
  barrier = 1120 eV = 1.44e+04 kT
straight wall at triple junction: critical radius = 50.75 nm
  relative shift = -23.9 %
substrate energy 1.1 J/m^2: r* = 50.0 nm
substrate energy 1.3 J/m^2: r* = 100.0 nm
```
